\section*{k-Mesh Convergence of the Electronic Susceptibility of a Dimerized Chain}

\section{Problem}

A Su-Schrieffer-Heeger chain has cells of length $a$. Each cell holds a site A at $0$ and a site B at $d=a/2$. An electron hops with amplitude $t_1$ between A and B of one cell, and with $t_2$ between B and the A of the next cell. Both amplitudes are positive and different. The lower band is full, with two spins per state, the nuclei are fixed, and the position operator is diagonal in the sites. Electrons respond independently to the macroscopic field $F$ along the chain. Atomic units are used in the algebra.

\begin{enumerate}
\item Write the static polarizability per cell as a sum over a uniform mesh of $N$ wavevectors.
\item Find its limit $\alpha$ for $N\to\infty$.
\item Find how the error $\alpha_N-\alpha$ of a mesh containing $k=0$ behaves at large $N$.
\item Take $t_1=4$ eV, $t_2=2$ eV, $a=2.5$ \AA\ and a cross-section $S=25$ \AA$^2$ per chain. Find the susceptibility and the $N$ that brings its relative error below $10^{-6}$. What changes if $t_2=3.6$ eV?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Put the site positions into the Bloch phases. The velocity matrix is then $\partial H/\partial k$, and the interband element of $x$ follows from $v=i[H,x]$.
\item Factor the squared band energy in $z=e^{ika}$. A map of the unit circle onto itself turns the average into a short series.
\item Ask which Fourier harmonics a uniform mesh cannot tell from a constant.
\item Large-order Fourier coefficients are governed by the complex $k$ at which the two bands touch.
\end{enumerate}

\section{Solution}

\subsection{The mesh sum}

The Bloch states on the A and B sites carry the phases $e^{ikR}$ and $e^{ik(R+d)}$. An A site has one B neighbour at distance $d$ and one at $d-a$, so
\begin{equation}
H=\begin{pmatrix}0&h\\h^*&0\end{pmatrix},\qquad
h=t_1e^{ikd}+t_2e^{-ik(a-d)}=|h|e^{i\varphi}.
\end{equation}
The eigenvectors are $u_\pm=(1,\pm e^{-i\varphi})/\sqrt2$ with energies $\pm|h|$, where
\begin{equation}
|h|^2=t_1^2+t_2^2+2t_1t_2\cos ka .
\end{equation}
The minimum of $|h|$ lies at $ka=\pi$, and the gap is $E_g=2|t_1-t_2|$.

A hop between sites at $x_i$ and $x_j$ enters $i[H,x]$ with the factor $i(x_j-x_i)$. This is what $\partial_k$ brings down from $e^{ik(x_j-x_i)}$, so $v=\partial_kH$. With $h'=(|h|'+i|h|\varphi')e^{i\varphi}$,
\begin{equation}
\langle u_+|\partial_kH|u_-\rangle
=\tfrac12\left(-h'e^{-i\varphi}+h'^*e^{i\varphi}\right)=-i|h|\varphi'.
\end{equation}
The same element equals $i(E_+-E_-)x_{+-}=2i|h|\,x_{+-}$, hence
\begin{equation}
x_{+-}=-\varphi'/2 .
\end{equation}

To find $\varphi'=\mathrm{Im}(h'h^*)/|h|^2$, multiply out the two terms of $h$:
\begin{align}
\mathrm{Im}(h'h^*)&=d\,t_1^2-(a-d)t_2^2+(2d-a)t_1t_2\cos ka\nonumber\\
&=\left(d-\tfrac a2\right)|h|^2+\tfrac a2(t_1^2-t_2^2).\label{eq:phase}
\end{align}
For $d=a/2$ this leaves $\varphi'=\tfrac a2(t_1^2-t_2^2)/|h|^2$.

The electron has charge $-1$ and potential energy $+Fx$. The intraband part of $x$ only moves electrons within a full band and changes nothing. The interband part lowers each occupied state by $F^2x_{+-}^2/(2|h|)$. With two spins the energy per cell is
\begin{equation}
-2F^2\left\langle\frac{\varphi'^2/4}{2|h|}\right\rangle=-\tfrac12\alpha_NF^2,
\end{equation}
where the brackets are the mesh average. Therefore
\begin{equation}
\alpha_N=\left\langle\frac{\varphi'^2}{2|h|}\right\rangle
=\frac{a^2}{8}(t_1^2-t_2^2)^2\,\frac1N\sum_k\frac1{|h(k)|^5}.
\label{eq:sum}
\end{equation}

\subsection{The dense-mesh limit}

Let $T$ be the larger hopping, $r<1$ the ratio of the smaller to the larger, and $z=e^{i\theta}$ with $\theta=ka$. Then
\begin{equation}
|h|^2=T^2(1+rz)(1+r/z)=T^2|1+rz|^2,
\label{eq:factor}
\end{equation}
and the prefactor of the average of $|1+rz|^{-5}$ becomes $a^2(1-r^2)^2/(8T)$.

Substitute $z=(w-r)/(1-rw)$ with $w=e^{i\psi}$, which maps the unit circle onto itself. It gives
\begin{equation}
1+rz=\frac{1-r^2}{1-rw},\qquad
\frac{d\theta}{d\psi}=\left|\frac{dz}{dw}\right|=\frac{1-r^2}{|1-rw|^2}.
\end{equation}
The average over $\theta$ is now an average over $\psi$:
\begin{equation}
\left\langle|1+rz|^{-5}\right\rangle
=\frac{\langle|1-rw|^3\rangle}{(1-r^2)^4}.
\end{equation}
Expand $|1-rw|^3=(1-rw)^{3/2}(1-r/w)^{3/2}$ in two binomial series. Only equal powers survive the average, so
\begin{equation}
\alpha=\frac{a^2\,G(r)}{8T(1-r^2)^2},\qquad
G=\sum_{j\ge0}\binom{3/2}{j}^2r^{2j}
=1+\tfrac94r^2+\tfrac9{64}r^4+\dots
\label{eq:alpha}
\end{equation}
This $G$ is the hypergeometric factor in the numerical output.

For $r\to0$ the chain falls apart into dimers and $\alpha=a^2/(8T)=d^2/(2T)$. This is the two-level result with transition dipole $d/2$, level distance $2T$ and two spins. For $r\to1$, $G$ tends to the mean of $|2\sin(\psi/2)|^3$, which is $32/(3\pi)$. With $1-r=E_g/(2T)$ and $1-r^2\simeq2(1-r)$,
\begin{equation}
\alpha\simeq\frac{4a^2T}{3\pi E_g^2}\qquad(E_g\ll T).
\end{equation}
The polarizability diverges as the gap closes.

\subsection{The error of a finite mesh}

Write the summand of Eq.~(\ref{eq:sum}), prefactor included, as $\sum_nC_ne^{in\theta}$, so that $\alpha=C_0$. Allow a mesh shifted by a fraction $s$ of its step, $\theta_j=2\pi(j+s)/N$. The mesh average of $e^{in\theta}$ is a geometric sum. It vanishes unless $n=mN$ with integer $m$, when it equals $e^{2\pi ims}$. The summand is even in $\theta$, so $C_{-n}=C_n$ and
\begin{equation}
\alpha_N-\alpha=2\sum_{m\ge1}C_{mN}\cos(2\pi ms).
\label{eq:alias}
\end{equation}

For $C_n$, use $(1+y)^{-5/2}=\sum_j b_j(-y)^j$ with
\begin{equation}
b_j=\frac{\Gamma(j+5/2)}{\Gamma(5/2)\,j!}.
\end{equation}
Apply it to both factors of Eq.~(\ref{eq:factor}) and collect the power $z^n$:
\begin{equation}
C_n=\frac{a^2(1-r^2)^2}{8T}(-r)^n\sum_{j\ge0}b_jb_{j+n}r^{2j}.
\end{equation}
At large $n$, $b_{j+n}\simeq b_n\simeq n^{3/2}/\Gamma(5/2)$ for each fixed $j$. The factor $r^{2j}$ keeps large $j$ from mattering, and the sum tends to $b_n(1-r^2)^{-5/2}$. With $\Gamma(5/2)=3\sqrt\pi/4$, the $m=1$ term at $s=0$ gives
\begin{equation}
\boxed{\;\alpha_N-\alpha\simeq
\frac{a^2}{3\sqrt\pi\,T\sqrt{1-r^2}}\,(-1)^N N^{3/2}e^{-N|\ln(t_1/t_2)|}\;}
\label{eq:law}
\end{equation}
Terms with $m\ge2$ carry $r^{2N}$ or less.

The convergence is exponential, and its rate per mesh point is the logarithm of the hopping ratio. An algebraic factor $N^{3/2}$ accompanies it. The rate has a direct reading. Equation~(\ref{eq:factor}) vanishes at $z=-r$ and $z=-1/r$, that is at $\theta=\pi\pm i\ln(1/r)$. There the bands touch at complex $k$ and the summand has branch points. Their distance from the real axis is the rate, and the power $|h|^{-5}$ sets the factor $N^{3/2}$.

The sign also has a reading. A mesh with even $N$ contains $ka=\pi$, where $|h|$ is smallest and the summand largest, and it overestimates $\alpha$. A mesh with odd $N$ misses that point and underestimates it.

The next order in $1/N$ shows when Eq.~(\ref{eq:law}) may be used. Stirling's series gives $b_n\propto n^{3/2}[1+15/(8n)]$, and $b_{j+n}/b_n\simeq1+3j/(2n)$. Since $\sum_jjb_jr^{2j}=\tfrac52r^2(1-r^2)^{-7/2}$, the law is multiplied by
\begin{equation}
1+\frac{15}{8N}+\frac{15}{4N}\frac{r^2}{1-r^2}
=1+\frac{15}{8N}\,\frac{1+r^2}{1-r^2}.
\label{eq:next}
\end{equation}
For $r=0.5$ this is $1+3.125/N$. At $N=400$ it predicts $1.0078$, and a high-precision sum gives $1.00782$.

The choice $d=a/2$ does not affect the leading law. For other $d$, Eq.~(\ref{eq:phase}) adds the constant $d-a/2$ to $\varphi'$, and the summand gains terms in $|h|^{-1}$ and $|h|^{-3}$. They have the same branch points, but their coefficients grow only as $n^{-1/2}$ and $n^{1/2}$ times $r^n$. High-precision sums at $N=400$ and $d=0.45a$ were tested for $(t_1,t_2)=(2,4)$, $(4,1.2)$ and $(4,2.8)$ eV. They agree with Eq.~(\ref{eq:law}) within 3\%.

\subsection{Numbers}

Here $r=0.5$, $T=4$ eV, the gap is 4 eV and $G=1.5714$. Atomic units set $e^2/(4\pi\varepsilon_0)=1$, so a result in \AA$^2$/eV is multiplied by 14.40 eV\,\AA:
\begin{equation}
\alpha=\frac{2.5^2\times1.5714}{8\times4\times0.75^2}\times14.40
=7.86\ \text{\AA}^3 .
\end{equation}
The growth of the polarizability when an open chain is lengthened from 40 to 41 cells gives the same value. That calculation uses no wavevector, so it also confirms the treatment of the full band. The susceptibility and permittivity along the chain are
\begin{equation}
\chi=\frac{4\pi\alpha}{aS}=\frac{4\pi\times7.857}{2.5\times25}=1.58,
\qquad \varepsilon=1+\chi=2.58 .
\end{equation}

\begin{center}
\begin{tabular}{rrr}
$N$ & $\chi_N-\chi$ & Eq.~(\ref{eq:law})\\
4 & $+1.07$ & $+0.49$\\
5 & $-0.544$ & $-0.343$\\
12 & $+1.27\times10^{-2}$ & $+1.00\times10^{-2}$\\
20 & $+9.73\times10^{-5}$ & $+8.38\times10^{-5}$\\
30 & $+1.66\times10^{-7}$ & $+1.50\times10^{-7}$
\end{tabular}
\end{center}

At $N=4$ the leading law is too small by a factor of two. At $N=20$ the true error is 1.16 times the law, as Eq.~(\ref{eq:next}) predicts. Between $N=20$ and $30$ the logarithm of the error falls by 0.637 per point, less than $\ln2=0.693$. The factor $N^{3/2}$ lowers the fall by $1.5\ln(1.5)/10=0.061$ per point. Restoring it gives 0.698, and the small excess comes from the $1/N$ term.

A relative error below $10^{-6}$ requires $N=27$. With $t_2=3.6$ eV and the other parameters unchanged, the gap is 0.8 eV, the rate is 0.105 and $N=176$ is required. Equation~(\ref{eq:alpha}) with $r=0.9$ gives $G=2.917$, and the susceptibility rises to about 46. For $r$ near 1 the rate is $-\ln r\simeq1-r=E_g/(2T)$, so at fixed $T$ the mesh grows roughly as the inverse gap.

\subsection{What the value leaves out}

The model omits the field of the induced charges within a cell. Let $m=n_A-n_B$ be the induced difference of occupations, and let a staggered Hartree energy $K$ shift A by $D=Km/2$ and B by $-D$. The shift has interband element $\langle u_+|\sigma_z|u_-\rangle=1$. First-order perturbation theory with two spins gives, per cell,
\begin{equation}
m=XF-YD,\quad \text{dipole}=\alpha F-XD,\quad
X=\left\langle\frac{\varphi'}{|h|}\right\rangle,\;
Y=\left\langle\frac{2}{|h|}\right\rangle .
\end{equation}
Inserting $D=Km/2$ yields $m=XF/(1+KY/2)$ and
\begin{equation}
\alpha_K=\alpha-\frac{(K/2)X^2}{1+KY/2}.
\end{equation}
For a chosen $K=1$ eV, $\chi$ drops by 14\% to 1.36. This value of $K$ is only an illustration. $K$ is the on-site repulsion minus an alternating sum of repulsions between sites, two large terms that nearly cancel, so its size and even its sign depend on the interaction assumed. $K=3$ eV gives $\chi=1.11$, and $K=-1$ eV gives $\chi=1.97$. The mesh error is already 0.8\% at $N=12$, so further mesh points refine the model's value and not its realism. Exchange and electron-hole attraction are not included in this estimate.

For the 4 eV gap, the field and the temperature matter much less. At 1 MV/cm (0.01 V/\AA) the response of open chains changes by $+0.007\%$. For tunnelling across the gap, the energy measured from the local mid-gap sweeps from $-E_g/2$ to $E_g/2$ over a distance $E_g/F$. The wave decays at the rate $\kappa$ found by putting $ka=\pi+i\kappa a$ in $E^2=|h|^2$:
\begin{equation}
P\sim\exp\left[-\frac2F\int_{-E_g/2}^{E_g/2}\kappa\,dE\right],\quad
\cosh\kappa a=\frac{t_1^2+t_2^2-E^2}{2t_1t_2}.
\end{equation}
The exponent is 175 at 1 MV/cm. At 0.40 V/\AA\ it is 4.38. Direct time evolution through one zone, started and ended in the zero-field band states at $k=0$, gives $-\ln P=4.15$. The difference comes from these abrupt end points: with end states that include the admixture of the other band caused by the field, the evolution gives 4.38. The occupation of the band edge at 400 K is about $6\times10^{-26}$. The 0.8 eV gap at $t_2=3.6$ eV is less forgiving. At 1 MV/cm the third-order term already raises the response by about 9\%, and the tunnelling exponent is only 5.3, so the linear susceptibility of 46 applies to weaker fields.

The parameters are round and describe no particular material. A permittivity of 2.58 falls in the rough range of 2 to 3 of low-$k$ interlayer films, but the comparison is limited. The static permittivity of a real film also contains lattice and orientational polarization, and pores often lower it. The 4 eV gap is low for a good insulator, and it raises the electronic part. Real films are also not made of aligned chains. If the chains pointed at random, had no transverse response and did not interact, the mean of $\cos^2$ would reduce $\chi$ to $1.58/3=0.53$ and $\varepsilon$ to 1.53. Leakage through defects, which real films have, lies outside the tunnelling and thermal estimates.

\section{Variation 1: a shifted mesh}

\textit{Can a shift of the mesh improve the rate?}

In Eq.~(\ref{eq:alias}) the leading term carries $\cos2\pi s$. A half-step shift, $s=1/2$, only reverses its sign. A quarter-step shift, $s=1/4$, removes it. The $m=2$ term then leads, with $\cos\pi=-1$:
\begin{equation}
\alpha_N-\alpha\simeq-2C_{2N}\propto-(2N)^{3/2}r^{2N}.
\end{equation}
The rate per point is doubled. For $N=12$ and $r=0.5$ the relative errors are $+8.0\times10^{-3}$, $-4.9\times10^{-6}$ and $-8.0\times10^{-3}$ at $s=0$, $1/4$ and $1/2$.

The gain comes from the symmetry $k\to-k$. The quarter-shifted mesh and its mirror image interlock into a uniform mesh of $2N$ points, and both halves give the same sum. An unshifted mesh can use the symmetry too, by computing one point of each pair $\pm k$. With 24 points it has 13 inequivalent ones and an error of the same size as the quarter-shifted mesh of 12. When symmetry is already used, the shift therefore saves very little.

\section{Variation 2: phase differences for the derivative}

\textit{Replace $\varphi'$ by the difference of phases at neighbouring mesh points. Does the exponential law survive?}

With the mesh step $\Delta=2\pi/(Na)$, Taylor expansion gives
\begin{equation}
\frac{\varphi(k+\Delta)-\varphi(k-\Delta)}{2\Delta}
=\varphi'+\frac{\Delta^2}{6}\varphi'''+O(\Delta^4).
\end{equation}
Squaring this and dividing by $2|h|$ changes the average by $\tfrac16\Delta^2\langle\varphi'\varphi'''/|h|\rangle$. Take $t_1>t_2$ and $d=a/2$, so that $\varphi'=c/|h|^2$ with $c>0$, and $1/|h|=(\varphi'/c)^{1/2}$. Integration by parts over the periodic zone then gives
\begin{equation}
\delta\alpha\simeq\frac{\Delta^2}{6\sqrt c}\left\langle\varphi'^{3/2}\varphi'''\right\rangle
=-\frac{\Delta^2}{4\sqrt c}\left\langle\varphi'^{1/2}\varphi''^2\right\rangle
=-\frac{\Delta^2}{4}\left\langle\frac{\varphi''^2}{|h|}\right\rangle .
\end{equation}
This is negative and falls only as $N^{-2}$. For $r=0.5$ the relative errors are $-1.62\times10^{-4}$ at $N=320$ and $-4.04\times10^{-5}$ at $N=640$, a ratio of 4.0. With the exact derivative, 27 points already reach $10^{-6}$. The exponential law thus needs a dipole element whose own error does not fall more slowly than that of the mesh sum. The numerical output lists further mesh sizes for the exact derivative.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hoppings t1, t2: 4.0, 2.0 eV; ratio r = 0.50
cell length a: 2.50 angstrom; site spacing d: 1.25 angstrom
area per chain: 25.0 angstrom^2
band gap: 4.00 eV
e^2/(4 pi eps0): 14.3996 eV angstrom
hypergeometric factor: 1.571352
polarizability per cell, closed form: 7.856569 angstrom^3
same, quadrature: 7.856569 angstrom^3
same, open-chain increment: 7.856569 angstrom^3
susceptibility along chain: 1.57966; permittivity: 2.57966
N, chi_N, chi_N - chi, leading law for chi_N - chi:
   4  2.64613847  +1.066e+00  +4.912e-01
   5  1.03553620  -5.441e-01  -3.432e-01
   8  1.70408394  +1.244e-01  +8.683e-02
  12  1.59236152  +1.270e-02  +9.970e-03
  16  1.58081074  +1.154e-03  +9.593e-04
  20  1.57975412  +9.729e-05  +8.380e-05
  24  1.57966463  +7.804e-06  +6.884e-06
  30  1.57965699  +1.663e-07  +1.503e-07
ln(t1/t2): 0.69315 per k-point
raw rate, N = 20 to 30: 0.63716 per k-point
rate after removing N^1.5: 0.69798 per k-point
error/leading law at N = 400, r = 0.5: 1.00782
relative error, N = 12, offset 0.00 step: +8.043e-03
relative error, N = 12, offset 0.25 step: -4.940e-06
relative error, N = 12, offset 0.50 step: -8.033e-03
phase-difference relative error, N = 320: -1.617e-04
phase-difference relative error, N = 640: -4.043e-05
N for relative error below 1e-6, t2 = 2.0 eV: 27
N for relative error below 1e-6, t2 = 3.6 eV: 176
gap and rate at t2 = 3.6 eV: 0.80 eV, 0.10536 per k-point
staggered Hartree energy K: 1.0 eV
susceptibility with K: 1.35552; change -14.19 %
field: 0.010 V/angstrom = 1.0 MV/cm
nonlinear change of response: +0.00741 %
tunnelling exponent at this field: 175.1
test field: 0.40 V/angstrom; exponent 4.377; -ln P from evolution 4.151
band-edge occupation at 400 K: 6.33e-26
\end{verbatim}
